# A Straight Low-Bias Curve Does Not Rule Out a Schottky Barrier: a numerical check

```python
# RESULT UNDER TEST: a 2D channel with Schottky contacts has a linear
# current-voltage region around zero bias, whatever its barrier height.
# Thermionic contact: I = I0*(1-exp(-q*u/kT)), u = reverse voltage,
# I0 = q*g*sqrt(2*pi*m)*(kT)**1.5*exp(-phi/kT)/h**2 (current per width).
# Two contacts alone: I = I0*tanh(q*V/(2*kT)). With channel resistance R,
# r = q*I0*R/kT and v = q*V/kT, the fractional fall below the tangent is
# 2*c*v**2/(2+r)**3, c = 1/3-3*a*(1-a)/2, where a is the fraction of the
# contact voltage that lowers the barrier (a = 0: fixed barrier).
# phi: barrier from metal Fermi level (eV); m: mass; g: spin-valley states.
# Internal units: V, eV, A/m (= uA/um), ohm*m (= 1000 kohm*um).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

q, h, hbar = sc.e, sc.h, sc.hbar
mass = 0.45 * sc.m_e
states = 4
phi0 = 0.15
density = 5e16            # m^-2
mobility300 = 30e-4       # m^2/(V s)
length = 2e-6             # m
bend_length = 15e-9       # m, decay length of band bending
oxide_thickness = 300e-9  # m
eps_oxide = 3.9 * sc.epsilon_0
eps_image = 4.0 * sc.epsilon_0
temps = np.array([200.0, 225.0, 250.0, 275.0, 300.0])
sweep = 0.05


def kt(T):
    return sc.k * T / q


def saturation(T, phi):
    return (q * states * np.sqrt(2 * np.pi * mass) * (sc.k * T)**1.5
            * np.exp(-phi / kt(T)) / h**2)


def band_edge(T):
    """Channel band bottom minus channel Fermi level, in eV."""
    dos = states * mass * q / (2 * np.pi * hbar**2)
    return -kt(T) * np.log(np.expm1(density / (dos * kt(T))))


def sheet_resistance(T):
    return (T / 300.0) / (q * density * mobility300)


def wkb_exponent(energy, top, decay):
    """Energies from the channel band bottom; barrier top*exp(-x/decay)."""
    root = np.sqrt(top - energy)
    low = np.sqrt(energy)
    area = 2 * decay * (root - low * np.arctan2(root, low))
    return 2 * np.sqrt(2 * mass * q) / hbar * area


gauss_x, gauss_w = np.polynomial.legendre.leggauss(80)


def interval(a, b):
    return a + (b - a) * (gauss_x + 1) / 2, gauss_w * (b - a) / 2


def energy_grid(u, T, phi, decay):
    """Energies and weights times transmission, from metal Fermi level."""
    energy, weight = interval(phi, phi + 35 * kt(T))
    if decay is not None:
        edge = band_edge(T) - u
        below, w_below = interval(edge, phi)
        trans = np.exp(-wkb_exponent(below - edge, phi - edge, decay))
        energy = np.concatenate([energy, below])
        weight = np.concatenate([weight, w_below * trans])
    return energy, weight


def transverse(T):
    s, w = interval(0.0, 6.0)
    factor = (q * states / h * q * np.sqrt(2 * mass * sc.k * T)
              / (np.pi * hbar))
    return s**2 * kt(T), w * factor


def landauer_current(u, T, phi, decay=None):
    energy, weight = energy_grid(u, T, phi, decay)
    side, w_side = transverse(T)
    total = energy[:, None] + side[None, :]
    diff = expit(-total / kt(T)) - expit(-(total + u) / kt(T))
    return weight @ diff @ w_side


def equilibrium_conductance(T, phi, decay=None):
    energy, weight = energy_grid(0.0, T, phi, decay)
    side, w_side = transverse(T)
    x = (energy[:, None] + side[None, :]) / kt(T)
    return weight @ (expit(-x) * expit(x) / kt(T)) @ w_side


def thermionic(T, phi, a=0.0):
    i0 = saturation(T, phi)
    return lambda u: -i0 * np.exp(a * u / kt(T)) * np.expm1(-u / kt(T))


def device_current(V, law, R):
    """Source reverse biased, drain forward biased, channel R between."""
    top = min(V, 0.12)

    def mismatch(u_drain):
        current = -law(-u_drain)
        return law(max(V - u_drain - current * R, -top)) - current
    u_drain = brentq(mismatch, 0.0, top, xtol=1e-16)
    return -law(-u_drain)


def low_resistance(law, R, V=1e-4):
    return V / device_current(V, law, R)


def departure(V, law, R):
    """Fractional departure of the current from its initial tangent."""
    return device_current(V, law, R) * low_resistance(law, R) / V - 1


def r_squared(law, R):
    v_pos = np.linspace(sweep / 20, sweep, 20)
    i_pos = np.array([device_current(v, law, R) for v in v_pos])
    volts = np.concatenate([-v_pos[::-1], [0.0], v_pos])
    amps = np.concatenate([-i_pos[::-1], [0.0], i_pos])
    return np.corrcoef(volts, amps)[0, 1]**2


def apparent_barrier(conductances):
    y = np.log(np.array(conductances) / np.sqrt(temps))
    return -np.polyfit(1 / kt(temps), y, 1)[0]


# Emission formula against the full Fermi-Dirac double integral
for T in (200.0, 300.0):
    for u in (-0.04, -0.01, 0.01, 0.08):
        full = landauer_current(u, T, 0.30)
        assert abs(full / thermionic(T, 0.30)(u) - 1) < 2e-4

# Tunnelling exponent against direct quadrature of the local wave number
top_test, e_test = 0.14, 0.06
turn = bend_length * np.log(top_test / e_test)
area = quad(lambda s: np.sqrt(max(top_test * np.exp(-s * turn / bend_length)
                                  - e_test, 0.0)), 0, 1)[0] * turn
direct = 2 * np.sqrt(2 * mass * q) / hbar * area
assert abs(wkb_exponent(e_test, top_test, bend_length) / direct - 1) < 1e-5

# Zero-bias slope: bias dependence of the transmission must drop out
for decay in (None, 15e-9, 5e-9):
    dv = 1e-4
    slope = (landauer_current(dv, 300.0, phi0, decay)
             - landauer_current(-dv, 300.0, phi0, decay)) / (2 * dv)
    thermal = equilibrium_conductance(300.0, phi0, decay)
    assert thermal > 0 and abs(slope / thermal - 1) < 1e-3

# Back-to-back contacts: tanh law, same shape for different barriers
shape = {}
small_current = {}
for phi in (0.15, 0.30, 0.45):
    def full_law(u, phi=phi):
        return landauer_current(u, 300.0, phi)
    shape[phi] = 1 + departure(sweep, full_law, 0.0)
    small_current[phi] = device_current(0.01, full_law, 0.0)
    tolerance = 0.01 if phi < 0.2 else 3e-4  # Fermi statistics at low phi
    expected = saturation(300.0, phi) * np.tanh(sweep / (2 * kt(300.0)))
    got = device_current(sweep, full_law, 0.0)
    assert abs(got / expected - 1) < tolerance
assert max(shape.values()) - min(shape.values()) < 0.01

# Cubic departure formula against the solved circuit
i0 = saturation(300.0, phi0)
contact_r = kt(300.0) / i0
for a in (0.0, 0.2, 0.5):
    for r in (0.0, 3.0):
        v = 0.1
        solved = device_current(v * kt(300.0), thermionic(300.0, phi0, a),
                                r * contact_r)
        fall = 1 - solved / i0 * (2 + r) / v
        c = 1 / 3 - 1.5 * a * (1 - a)
        assert abs(fall / (2 * c * v**2 / (2 + r)**3) - 1) < 0.03

# Worked device and its one-percent window
channel_r = sheet_resistance(300.0) * length
ratio = channel_r / contact_r
ideal = thermionic(300.0, phi0)
windows = []
for R in (0.0, channel_r):
    found = brentq(lambda V: departure(V, ideal, R) + 0.01, 2e-3, 0.3)
    formula = kt(300.0) * np.sqrt(0.015 * (2 + R / contact_r)**3)
    assert abs(found / formula - 1) < 0.10
    windows.append(found)

# Simulated length and temperature measurement with the full integral
lengths = np.array([0.5e-6, 1e-6, 2e-6, 4e-6])
contact_g, device_g = [], []
for T in temps:
    def cold_law(u, T=T):
        return landauer_current(u, T, phi0)
    res = [low_resistance(cold_law, sheet_resistance(T) * L, 2e-3)
           for L in lengths]
    contact_g.append(2 / np.polyfit(lengths, res, 1)[1])
    device_g.append(1 / res[2])
phi_length = apparent_barrier(contact_g)
phi_device = apparent_barrier(device_g)
assert abs(phi_length - phi0) < 1e-3
assert phi_device < phi0 - 5e-3
cold_ratio = device_g[-1] / device_g[0]
channel_ratio = sheet_resistance(200.0) / sheet_resistance(300.0)
assert cold_ratio > 1 > channel_ratio

# Neglected effects for the same numbers
fermi_change = (equilibrium_conductance(300.0, phi0) * contact_r - 1)
tunnel = {}
for decay in (15e-9, 5e-9):
    g_tun = [equilibrium_conductance(T, phi0, decay) for T in temps]
    gain = g_tun[-1] / equilibrium_conductance(300.0, phi0)

    def tunnel_law(u, decay=decay):
        return landauer_current(u, 300.0, phi0, decay)
    tunnel[decay] = (gain, apparent_barrier(g_tun),
                     departure(sweep, tunnel_law, channel_r))
    assert gain > 1 and tunnel[decay][1] < phi0

bending = phi0 - band_edge(300.0)
field = bending / bend_length


def image_lowering(F):
    return np.sqrt(q * F / (4 * np.pi * eps_image))


peak = minimize_scalar(
    lambda x: field * x * 1e-9 + q / (16 * np.pi * eps_image * x * 1e-9),
    bounds=(0.2, 30), method="bounded")
assert abs(peak.fun / image_lowering(field) - 1) < 1e-5
lower_fraction = image_lowering(field) / (2 * bending)


def scattering_factor(u, T):
    """Emission and diffusion over the barrier region in series."""
    beta = (phi0 - band_edge(T) + u) / kt(T)
    size = bend_length * quad(
        lambda s: np.exp(beta * (np.exp(-s) - 1)) - np.exp(-beta), 0, 25)[0]
    emission_speed = np.sqrt(sc.k * T / (2 * np.pi * mass))
    diffusion_speed = mobility300 * (300.0 / T) * kt(T) / size
    return diffusion_speed / (diffusion_speed + emission_speed)


def combined_law(u):
    extra = image_lowering(field * (1 + u / bending)) - image_lowering(field)
    return (ideal(u) * np.exp(extra / kt(300.0))
            * scattering_factor(u, 300.0))


def scattered_law(u):
    return ideal(u) * scattering_factor(0.0, 300.0)


g_scat = [saturation(T, phi0) / kt(T) * scattering_factor(0.0, T)
          for T in temps]
wide = 0.5
wide_ideal = 1 + departure(wide, ideal, channel_r)
wide_combined = 1 + departure(wide, combined_law, channel_r)
oxide_field = q * density / eps_oxide

print(f"barrier {phi0:.2f} eV, mass {mass/sc.m_e:.2f} m0, states {states}")
print(f"density {density*1e-4:.1e} cm^-2, mobility {mobility300*1e4:.0f} cm2/Vs")
print(f"channel length {length*1e6:.1f} um; kT/q at 300 K {kt(300)*1e3:.2f} mV")
print(f"I0 without barrier factor {saturation(300,0):.1f} uA/um")
print(f"barrier factor exp(-phi/kT) {np.exp(-phi0/kt(300)):.3e}")
print(f"I0 {i0:.3f} uA/um")
print(f"one contact resistance {contact_r*1e3:.2f} kohm um")
print(f"sheet resistance {sheet_resistance(300)/1e3:.2f} kohm per square")
print(f"channel resistance {channel_r*1e3:.2f} kohm um; r = {ratio:.3f}")
print(f"total low-bias resistance {(2*contact_r+channel_r)*1e3:.2f} kohm um")
print(f"sweep limit {sweep*1e3:.0f} mV")
for label, R in (("contacts only", 0.0), ("with channel", channel_r)):
    print(f"{label}: departure at limit {100*departure(sweep,ideal,R):.2f} %")
    print(f"{label}: R-squared of line {r_squared(ideal,R):.6f}")
print(f"1% window, contacts only: {windows[0]*1e3:.2f} mV")
print(f"1% window, with channel: {windows[1]*1e3:.2f} mV")
for phi in shape:
    print(f"phi {phi:.2f} eV, contacts only: I/tangent at 50 mV {shape[phi]:.4f}")
    print(f"   current at 10 mV {small_current[phi]*1e6:.4g} pA/um")
print(f"device resistance 200 K / 300 K: {cold_ratio:.3f}")
print(f"channel resistance 200 K / 300 K: {channel_ratio:.3f}")
for T, g_c in zip(temps, contact_g):
    print(f"contact resistance from lengths, {T:.0f} K: {1e3/g_c:.2f} kohm um")
print(f"barrier from length + temperature {phi_length:.4f} eV")
print(f"barrier from whole 2 um device {phi_device:.4f} eV")
print(f"Fermi statistics, change of conductance {100*fermi_change:.2f} %")
for decay, (gain, phi_t, dep) in tunnel.items():
    print(f"tunnelling, bending length {decay*1e9:.0f} nm: gain {gain:.3f}")
    print(f"   apparent barrier {phi_t:.4f} eV; departure {100*dep:.2f} %")
print(f"band bending {bending:.4f} eV, contact field {field*1e-8:.4f} MV/cm")
print(f"image lowering {image_lowering(field)*1e3:.1f} meV; a = {lower_fraction:.3f}")
print(f"scattering factor at 300 K {scattering_factor(0,300):.3f}")
print(f"scattering factor at 200 K {scattering_factor(0,200):.3f}")
print(f"apparent barrier with scattering {apparent_barrier(g_scat):.4f} eV")
print(f"departure, scattering only {100*departure(sweep,scattered_law,channel_r):.2f} %")
print(f"departure, scattering + image {100*departure(sweep,combined_law,channel_r):.2f} %")
print(f"I/tangent at {wide:.1f} V: ideal {wide_ideal:.3f}")
print(f"I/tangent at {wide:.1f} V: scattering + image {wide_combined:.3f}")
print(f"oxide field {oxide_field*1e-8:.2f} MV/cm")
print(f"gate overdrive {oxide_field*oxide_thickness:.1f} V")
print("every check passed")
```

It prints:

```
barrier 0.15 eV, mass 0.45 m0, states 4
density 5.0e+12 cm^-2, mobility 30 cm2/Vs
channel length 2.0 um; kT/q at 300 K 25.85 mV
I0 without barrier factor 624.5 uA/um
barrier factor exp(-phi/kT) 3.021e-03
I0 1.886 uA/um
one contact resistance 13.70 kohm um
sheet resistance 41.61 kohm per square
channel resistance 83.22 kohm um; r = 6.072
total low-bias resistance 110.63 kohm um
sweep limit 50 mV
contacts only: departure at limit -22.71 %
contacts only: R-squared of line 0.995200
with channel: departure at limit -0.48 %
with channel: R-squared of line 0.999998
1% window, contacts only: 9.01 mV
1% window, with channel: 71.12 mV
phi 0.15 eV, contacts only: I/tangent at 50 mV 0.7733
   current at 10 mV 3.596e+05 pA/um
phi 0.30 eV, contacts only: I/tangent at 50 mV 0.7729
   current at 10 mV 1089 pA/um
phi 0.45 eV, contacts only: I/tangent at 50 mV 0.7729
   current at 10 mV 3.288 pA/um
device resistance 200 K / 300 K: 6.025
channel resistance 200 K / 300 K: 0.667
contact resistance from lengths, 200 K: 305.77 kohm um
contact resistance from lengths, 225 K: 109.60 kohm um
contact resistance from lengths, 250 K: 47.97 kohm um
contact resistance from lengths, 275 K: 24.30 kohm um
contact resistance from lengths, 300 K: 13.74 kohm um
barrier from length + temperature 0.1500 eV
barrier from whole 2 um device 0.0835 eV
Fermi statistics, change of conductance -0.21 %
tunnelling, bending length 15 nm: gain 1.831
   apparent barrier 0.1271 eV; departure -0.07 %
tunnelling, bending length 5 nm: gain 3.752
   apparent barrier 0.0920 eV; departure -0.00 %
band bending 0.1398 eV, contact field 0.0932 MV/cm
image lowering 57.9 meV; a = 0.207
scattering factor at 300 K 0.355
scattering factor at 200 K 0.548
apparent barrier with scattering 0.1277 eV
departure, scattering only -3.56 %
departure, scattering + image -0.18 %
I/tangent at 0.5 V: ideal 0.417
I/tangent at 0.5 V: scattering + image 1.018
oxide field 2.32 MV/cm
gate overdrive 69.6 V
every check passed
```
